# Stabilizing the Imaginary-Axis GW Integral near an Orbital Energy

## What goes wrong

Take the highest occupied level of silane, SiH$_4$, and compute its GW correlation self-energy at an energy 0.01 eV above the level. With 16 imaginary frequencies and the def2-SVP basis, the direct sum is wrong by $-0.892$ eV, although the quantity sought is only 0.257 eV. At 0.01 eV below the level, the error is $+0.892$ eV. A derivative taken across the level with a small step is then useless: from energies 0.05 eV above and below it, the renormalization factor comes out as 0.144 instead of 0.945. Steps of 0.1, 0.2 and 0.3 eV give 1.02, 1.16 and 0.97; a step of 0.5 eV gives 0.941.

The screened interaction is smooth here. The trouble comes from the Green's function, which puts a very narrow peak at zero frequency, and the grid steps over it. Its area is known analytically, so it can be put back.

## One level and one excitation

Let $e$ be the energy of an occupied level, $E$ the evaluation energy, and $d=E-e$. Let the screened interaction minus the bare one have a single excitation energy $\Omega>0$ and coupling $g$:

$$W(z)=\frac{2\Omega g^2}{z^2-\Omega^2},\qquad W(iw)=-\frac{2\Omega g^2}{\Omega^2+w^2},\qquad W(0)=-\frac{2g^2}{\Omega}.$$

With time-ordered functions, the correlation self-energy is

$$\Sigma(E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\,G(E+\omega)W(\omega),\qquad G(E+\omega)=\frac{1}{\omega+d-i\eta},$$

where $\eta\to0^+$ and the poles of $W$ lie at $\pm(\Omega-i\eta)$. The integrand falls as $\omega^{-3}$, so the contour may be closed in the lower half-plane. It holds one pole, $\omega=\Omega-i\eta$, with residue $g^2/(\Omega+d)$. The clockwise direction gives $-2\pi i$, and $(i/2\pi)(-2\pi i)=1$. Hence

$$\Sigma(E)=\frac{g^2}{d+\Omega}.$$

This is smooth at $d=0$, with the value $g^2/\Omega$.

**Moving to the imaginary axis.** Turn the contour counterclockwise from the real to the imaginary axis. It sweeps the first and third quadrants, while the poles of $W$ lie in the second and fourth. The pole of $G$, at $\omega=-d+i\eta$, is in the first quadrant if $d<0$. It then contributes $(i/2\pi)(2\pi i)W(d)=-W(d)$, since $W$ is even.

On the imaginary axis $\omega=iw$ and $d\omega=i\,dw$, so the remaining part is

$$I=-\frac1{2\pi}\int_{-\infty}^{\infty}dw\,\frac{W(iw)}{d+iw}
=-\frac1{2\pi}\int_{-\infty}^{\infty}dw\,\frac{d-iw}{d^2+w^2}W(iw).$$

The term in $iw$ is odd and vanishes. Therefore

$$I=-\frac1\pi\int_0^\infty dw\,L_d(w)W(iw),\qquad L_d(w)=\frac{d}{d^2+w^2}.$$

The factor $L_d$ has height $1/|d|$ at $w=0$ and width $|d|$, but its area does not shrink:

$$\int_0^\infty L_d(w)\,dw=\frac\pi2\,\mathrm{sgn}\,d.$$

**A grid with one frequency.** Map $w=w_0(1+x)/(1-x)$, with $-1<x<1$, so that $dw=2w_0\,dx/(1-x)^2$. One-point Gauss–Legendre quadrature has $x=0$ and weight 2. It replaces $\int_0^\infty f\,dw$ by $4w_0f(w_0)$. Choose $w_0=\Omega$, where $W(i\Omega)=-g^2/\Omega$. For $d>0$ the direct result is

$$I_{\rm raw}=-\frac1\pi\,4\Omega\,\frac{d}{d^2+\Omega^2}\left(-\frac{g^2}{\Omega}\right)
=\frac{4g^2}{\pi}\frac{d}{d^2+\Omega^2}.$$

It vanishes as $d\to0^+$, where the true value is $g^2/\Omega$. The whole answer is lost.

Now subtract $L_dW(0)$ inside the integral and add its analytic integral outside:

$$I=-\frac1\pi\int_0^\infty dw\,L_d(w)\,[W(iw)-W(0)]-\frac12\,\mathrm{sgn}(d)\,W(0).$$

On the one-point grid, $W(i\Omega)-W(0)=-g^2/\Omega+2g^2/\Omega=g^2/\Omega$, so for $d>0$

$$I_{\rm stab}=-\frac{4g^2}{\pi}\frac{d}{d^2+\Omega^2}+\frac{g^2}{\Omega}
=\frac{g^2}{\Omega}\left[1-\frac4\pi\frac d\Omega+O(d^3)\right].$$

The true expansion is $(g^2/\Omega)[1-d/\Omega+O(d^2)]$. A single frequency now gives the correct limit; the slope has the correct sign, with $4/\pi$ in place of 1.

## The general formula

Consider a closed-shell system with a gap, real orbitals and spin-restricted RPA screening. For a chosen orbital $n$, put $d_m=E-e_m$ and $W_m(z)=(nm|W(z)-v|mn)$, where $v$ is the bare Coulomb interaction. Let $i,j$ be occupied orbitals, $a,b$ empty ones, and $D_{ia}=e_a-e_i$. The independent-particle response is

$$P_{ia}(iw)=2\left[\frac1{iw-D_{ia}}-\frac1{iw+D_{ia}}\right]=-\frac{4D_{ia}}{D_{ia}^2+w^2},$$

where the leading 2 is for spin. With $K_{ia,jb}=(ia|jb)$ and $v^{(m)}_{ia}=(nm|ia)$, the Dyson equation gives

$$W_m=v^{(m)T}P(1-KP)^{-1}v^{(m)}=v^{(m)T}(P^{-1}-K)^{-1}v^{(m)}.$$

Since $P^{-1}=-(D^2+w^2)/(4D)$,

$$(P^{-1}-K)^{-1}=-4D^{1/2}\left[D^2+w^2+4D^{1/2}KD^{1/2}\right]^{-1}D^{1/2}.$$

Let $D^2+4D^{1/2}KD^{1/2}$ have eigenvalues $\Omega_s^2$ and orthonormal eigenvectors $Z_s$. Then

$$W_m(z)=\sum_s\frac{2\Omega_sg_{ms}^2}{z^2-\Omega_s^2},\qquad
g_{ms}^2=\frac{2}{\Omega_s}\left(Z_s^TD^{1/2}v^{(m)}\right)^2.$$

This is a sum of one-excitation models whose terms share one sign at $z=0$. The Coulomb matrix $K$ has no negative eigenvalues, so the lowest excitation $\Omega_1$ is no smaller than the orbital gap.

For empty $m$, the pole of $G$ is at $-d_m-i\eta$. Closing the real-axis contour above encloses $-\Omega_s+i\eta$ and gives $g_{ms}^2/(d_m-\Omega_s)$. In the rotation, the pole of $G$ lies in the third quadrant when $d_m>0$. That quadrant is encircled clockwise, so its contribution is $+W_m(d_m)$. Altogether $\Sigma=I+R$, with

$$I=-\frac1\pi\sum_m\int_0^\infty dw\,L_{d_m}(w)[W_m(iw)-W_m(0)]
-\frac12\sum_m\mathrm{sgn}(d_m)W_m(0),$$

$$R=-\sum_{m\,\rm occ}\theta(-d_m)W_m(d_m)+\sum_{m\,\rm empty}\theta(d_m)W_m(d_m).$$

**Crossing a level.** Near $d_m=0$, the restored term and the residue of an occupied state add to

$$d_m\to0^+:\ -\tfrac12W_m(0);\qquad
d_m\to0^-:\ +\tfrac12W_m(0)-W_m(0)=-\tfrac12W_m(0).$$

For an empty state both sides give $+\tfrac12W_m(0)$. With $\mathrm{sgn}(0)=0$ and $\theta(0)=\tfrac12$, the same values hold at the level itself. Each jump is real, but their sum has none. A grid that misses the peak spoils this cancellation.

**What remains under the integral.** With a gap, $W_m(iw)-W_m(0)\approx\alpha w^2$ at small $w$. The subtracted integrand is then $\alpha d\,w^2/(d^2+w^2)$, whose magnitude is at most $|\alpha d|$: the peak has gone. If a metallic model instead has $W(iw)-W(0)\approx c|w|$, the integrand is $cdw/(d^2+w^2)$. It still reaches $|c|/2$ at $w=|d|$, and its integral up to a cutoff $w_c$ is $(cd/2)\ln(1+w_c^2/d^2)$. The large missing area is restored there too, but structure on the scale $|d|$ survives. The error orders below are for gapped systems.

## When is a peak too narrow?

Let $Q_N$ denote the mapped $N$-point sum and define the grid error of a Lorentzian of width $|a|$:

$$\varepsilon_N(a)=Q_N[L_a]-\frac\pi2\mathrm{sgn}\,a.$$

For $d>0$, $L_d=\mathrm{Im}\,1/(w-id)$. Put $r=d/w_0$. The map gives

$$w-id=(w_0+id)\frac{x-z}{1-x},\qquad z=\frac{ir-1}{ir+1}=\frac{r^2-1+2ir}{1+r^2}.$$

Taking the differential of the logarithm,

$$\frac{dw}{w-id}=\frac{dx}{x-z}+\frac{dx}{1-x}.$$

The last term is real, so the function being integrated in $x$ is $\mathrm{Im}\,1/(x-z)$.

For $1/(z-x)$ the Gauss error follows from the Legendre polynomial $P_N$, whose zeros are the nodes. The quotient $[P_N(z)-P_N(x)]/(z-x)$ is a polynomial in $x$ of degree $N-1$, which the rule integrates without error. Dividing by $P_N(z)$ and using $P_N(x_k)=0$ gives

$$\int_{-1}^1\frac{dx}{z-x}-\sum_k\frac{\lambda_k}{z-x_k}
=\frac1{P_N(z)}\int_{-1}^1\frac{P_N(x)}{z-x}dx=\frac{2Q_N(z)}{P_N(z)},$$

where $\lambda_k$ are the weights and $Q_N(z)$ is here the Legendre function of the second kind. Write $z=\cosh\xi$ with $\mathrm{Re}\,\xi>0$. The standard integral forms are

$$P_N=\frac1\pi\int_0^\pi(\cosh\xi+\sinh\xi\cos\phi)^Nd\phi,\quad
Q_N=\int_0^\infty(\cosh\xi+\sinh\xi\cosh t)^{-N-1}dt.$$

For large $N$ and large $N\,\mathrm{Re}\,\xi$, the end $\phi=\pi$ is smaller than the end $\phi=0$ by about $e^{-(2N+1)\mathrm{Re}\,\xi}$ and can be dropped. Expanding about $\phi=0$ and $t=0$ then leaves Gaussian integrals:

$$P_N\approx\frac{e^{(N+1/2)\xi}}{\sqrt{2\pi N\sinh\xi}},\qquad
Q_N\approx\sqrt{\frac{\pi}{2N\sinh\xi}}\,e^{-(N+1/2)\xi}.$$

Thus $2Q_N/P_N\approx2\pi e^{-(2N+1)\xi}$. For $z$ in the left half-plane, the parity of the two functions under $z\to-z$ carries the result over.

The modulus is set by $A=\mathrm{Re}\,\xi$. With $\xi=A+iB$, $|z|^2=\sinh^2A+\cos^2B$. Here $|z|=1$, so $\sinh A=|\sin B|$. Also $|\mathrm{Im}\,z|=\sinh A\,|\sin B|=\sinh^2A$. Hence the error envelope is

$$|\varepsilon_N|\lesssim2\pi e^{-(2N+1)A},\qquad
A=\operatorname{arcsinh}\sqrt{\frac{2r}{1+r^2}}.$$

The error itself oscillates inside this envelope, through the phase $B$. In a test with $N=16$ and 32 and $r=0.03$, 0.06 and 0.1, it followed the asymptotic formula, phase included, to within 10% of the envelope.

Relative to the area $\pi/2$, the envelope is $4e^{-(2N+1)A}$. Setting this to $10^{-3}$ for $N=16$ gives $A=\ln(4000)/33=0.251$. With $w_0=20$ eV, that is a width of 0.646 eV. For a width of 0.01 eV, the same criterion asks for 131 frequencies. The envelope is unchanged by $r\to1/r$, so very broad Lorentzians are also poorly integrated. This concerns deep core levels: on the same 16-point grid the relative area error is about 3% for a width of 1858 eV (Si 1s in the example below) but under $10^{-6}$ for about 153 eV (Si 2s). How much of it reaches the self-energy depends on the factor multiplying it, derived next.

## Which states should be corrected?

The identity is true for every $d$, but subtraction does not help every numerical sum. For one excitation, partial fractions give

$$L_dW(iw)=W(d)\left[L_d-\frac d\Omega L_\Omega\right].$$

The errors of the two integrals are therefore

$$\Delta I_{\rm raw}=-\frac1\pi\left[W(d)\varepsilon_N(d)-\frac d\Omega W(d)\varepsilon_N(\Omega)\right],$$

$$\Delta I_{\rm stab}=-\frac1\pi\left[\{W(d)-W(0)\}\varepsilon_N(d)-\frac d\Omega W(d)\varepsilon_N(\Omega)\right].$$

Since $W(0)=W(d)(1-d^2/\Omega^2)$, the factor in braces is $W(d)\,d^2/\Omega^2$. Subtraction multiplies the narrow-peak error by $(d/\Omega)^2$. It helps that term if $|d|<\Omega$ and harms it if $|d|>\Omega$. The second term is untouched; in the one-frequency example it is what changed the slope from 1 to $4/\pi$.

For many excitations with $|d|<\Omega_1$, all terms of $W_m(d)$ have the same sign, and each is reduced by $(d/\Omega_s)^2\le(d/\Omega_1)^2$. Therefore

$$|W_m(d)-W_m(0)|\le(d/\Omega_1)^2|W_m(d)|.$$

As $\Omega_1$ is at least the orbital gap, $|d_m|<\text{gap}$ is a safe selection rule that needs no excitation spectrum. The guarantee concerns the $\varepsilon_N(d)$ term; accidental cancellation can still make a particular raw total small.

The working procedure is:

1. Compute $W_m(iw_k)$ on the grid and $W_m(0)$ once.
2. For each $E$, form $d_m$ and the direct sum $-(1/\pi)Q_N[L_{d_m}W_m]$.
3. For each state with $|d_m|<\text{gap}$, add
$$-\frac{W_m(0)}\pi\left[\frac\pi2\mathrm{sgn}(d_m)-Q_N[L_{d_m}]\right].$$
4. Add the residues $R$, with the half-value convention at $d_m=0$.

Step 3 is the subtraction and restoration written together. Its one extra screening calculation is at $w=0$.

The selection is a switch. When $|d_m|$ crosses the gap, the computed $\Sigma$ jumps by $|W_m(0)\,\varepsilon_N(\text{gap})|/\pi$. For $E$ at the highest occupied level, the lowest empty level sits exactly on this threshold. The jump is negligible when the grid resolves a width equal to the gap, as in silane. In a model made by lowering the empty levels of silane until the gap is 0.6 eV, 16 points leave a jump of about 1 meV, and $Z$ from $\pm0.05$ eV comes out as 0.554 instead of 0.557. Keeping the set of corrected states fixed while $E$ varies near a level removes this jump, but not the whole grid error: $Z$ then comes out as 0.556 with the lowest empty level in the set and 0.559 without it.

## Silane

The example is G$_0$W$_0$ on Hartree–Fock in the def2-SVP basis. The highest occupied level, at $-13.258$ eV, is threefold degenerate, so three Lorentzians narrow together. The gap is 18.09 eV and $\Omega_1=18.48$ eV. The reference is the sum over all RPA excitations in the same basis. This small basis shows the mechanism, but all numbers in this section are values in this basis and for $w_0=20$ eV, not converged properties of silane. In def2-TZVPP the static $W_m(0)$ summed over the level is $-2.28$ eV, the direct error at offset 0.01 eV is $-0.945$ eV, and the stabilized errors at the offsets of the table are about $-6$ to $-7\times10^{-6}$ eV. In def2-SVP, lowering $w_0$ to 5 eV raises the stabilized error at offset 0.01 eV to $5\times10^{-5}$ eV.

The static $W_m(0)$ summed over the three states is $-2.155$ eV. Just above the level their contribution should be $-\tfrac12(-2.155)=1.077$ eV. The direct error of $-0.892$ eV at 0.01 eV means that 83% of it is missed; the smallest grid frequency is 0.107 eV, about ten peak widths away. In eV:

| Offset | Reference | Direct error | Stabilized error |
|---:|---:|---:|---:|
| 0.30 | 0.2402 | 0.0077 | $-5\times10^{-8}$ |
| 0.10 | 0.2517 | 0.0075 | $-7\times10^{-7}$ |
| 0.03 | 0.2557 | $-0.5543$ | $-1.4\times10^{-6}$ |
| 0.01 | 0.2568 | $-0.8923$ | $-9\times10^{-7}$ |
| $-0.01$ | 0.2580 | 0.8923 | $-7\times10^{-7}$ |

At the level itself the stabilized error is $-8\times10^{-7}$ eV. At fixed offset 0.01 eV, doubling the grid to 32 points still leaves a direct error of $-0.429$ eV, whereas 8 stabilized points already reach $3\times10^{-5}$ eV. On such small grids the decrease is not monotonic: 7 points give $2\times10^{-4}$ eV.

The Si 1s level, at $-1870.9$ eV, shows why the selection matters. Its $d_m$ is about 1858 eV, far above $\Omega_1$. At offset 0.1 eV its error is $-8\times10^{-7}$ eV without subtraction and $-1.1\times10^{-5}$ eV with it, 14 times larger. Both are harmless here, but the direction is wrong. The error of the uncorrected 1s term is slightly larger than the whole stabilized error in the 0.10 eV row, $-7\times10^{-7}$ eV; the other states cancel a small part of it.

For Hartree–Fock, the quasiparticle energy solves $E=e_n+\Sigma(E)$. Linearized about the level, the shift is $Z\Sigma(e_n)$ with $Z=(1-d\Sigma/dE)^{-1}$. Central differences over $\pm0.05$ eV give $Z=0.945$ from both the reference and the stabilized integral. The mean of the two reference values nearest the level is 0.2574 eV, so the shift is $0.945\times0.2574=0.243$ eV. Solving the full equation also gives 0.243 eV, hence $E=-13.015$ eV. Exactly at the level the direct sum has no narrow-peak error: $L_d$ vanishes for the three states and the half residue supplies $-\tfrac12W_m(0)$, so the error is again $-8\times10^{-7}$ eV. The fault lies in the neighbourhood. With the direct $Z=0.144$ from $\pm0.05$ eV, this correct self-energy gives a shift of only 0.037 eV. At the solution itself the direct integral is still wrong by 0.022 eV, or 9% of the self-energy.

## Real materials and remaining errors

Silane is a precursor gas for silicon deposition; the Si–H length used, 1.48 Å, is a rough typical value. Its vertical ionization energy is roughly 12 to 13 eV, near the 13.0 eV found here, but microelectronvolt integration does not make the model that accurate. Going to def2-TZVP moves the level by $-0.064$ eV, but this understates the basis error: def2-TZVPP moves it by about $-0.20$ eV and def2-QZVP by about $-0.30$ eV, to roughly $-13.3$ eV. Along the series SVP, TZVP, TZVPP, QZVP the self-energy at the Hartree–Fock level runs about 0.26, 0.18, 0.03 and $-0.08$ eV, so even the sign of the 0.243 eV shift is not converged. From SVP to QZVP the gap falls to about 16.4 eV and $Z$ to about 0.937. Keeping def2-SVP but starting from PBE moves the quasiparticle level by $+0.93$ eV, to $-12.09$ eV (in def2-TZVPP the same change of starting point gives about $+0.98$ eV, to $-12.24$ eV); that calculation also replaces the PBE exchange-correlation potential by exact exchange. Full self-consistency, vertex corrections, the basis error beyond def2-QZVP, nuclear motion and relativity are left out and not sized.

In a solid, the selection rule needs one more look. The gap in the rule is the orbital gap of the starting calculation. Bulk silicon has a measured gap of roughly 1 eV, but LDA gives about 0.5 eV and PBE about 0.6 eV, so the guaranteed region is much narrower than in silane. The grid should resolve the Lorentzians wider than the gap, while subtraction reduces the error of the narrower ones by a factor no larger than $(d/\Omega_1)^2$; by the $r\to1/r$ symmetry, the envelope for 16 points with $w_0=20$ eV meets the $10^{-3}$ criterion only up to about 620 eV. On that grid the $10^{-3}$ area limit of 0.646 eV lies below a 1 eV gap but above the LDA and PBE gaps of silicon. A gap just above the limit does not bring the subtracted states to the same level: for one excitation at $\Omega=1.0$ eV the stabilized error reaches $1.5\times10^{-3}$ of $g^2/\Omega$ near $d=0.2$ eV, for $\Omega=0.7$ eV it reaches $3.4\times10^{-3}$, and for $\Omega=2$ eV $4\times10^{-4}$. For a gap below that limit, the guarantee is kept only if $N$ rises or $w_0$ falls, with the high-frequency part of $W$ checked again. The rule is sufficient, not necessary: if nearly all the static weight of $W_m$ lies at excitations far above the gap, subtracting somewhat beyond the gap can still reduce the error, but this has to be checked case by case. The numerical output below gives the remaining values.

## Computed values

```
SiH4, G0W0 on Hartree-Fock, def2-SVP; Si-H = 1.48 angstrom
Frequencies: 16; grid scale: 20.0 eV
Smallest grid frequency: 0.1066 eV
Highest occupied HF level: -13.2581 eV
HF gap: 18.092 eV; lowest RPA excitation: 18.475 eV
Static W-v, diagonal pair n=m: -1.3287 eV
Static W-v, sum over threefold level: -2.1547 eV
Width limit for area error 1e-3: 0.646 eV
Brute-force N for width 0.01 eV, same error: 131
One-pole error ratio, d/O=0.02: 4.000e-04
One-pole error ratio, d/O=50: 2.500e+03
Error factor at d=3 eV, pair n=m: 0.0094
Its guaranteed bound: 0.0264
Offset (eV) | Sigma_c ref (eV) | raw error (eV) | stabilized error (eV)
   1.00    0.20087    0.000134   -6.621e-07
   0.30    0.24022    0.007690   -4.826e-08
   0.10    0.25166    0.007547   -7.281e-07
   0.03    0.25569   -0.554339   -1.361e-06
   0.01    0.25684   -0.892257   -9.097e-07
  -0.01    0.25799    0.892256   -7.129e-07
  -0.10    0.26320   -0.007549   -8.945e-07
Stabilized error exactly at the level: -8.113e-07 eV
N | raw error (eV) | stabilized error (eV), offset 0.01 eV
  8   -1.027983    2.674e-05
 16   -0.892257   -9.097e-07
 32   -0.428937   -2.630e-08
 64    0.053071    5.846e-09
Si 1s level: -1870.9 eV
Si 1s term, error without subtraction: -7.819e-07 eV
Si 1s term, error with subtraction: -1.129e-05 eV
Quasiparticle energy, spectral reference: -13.01466 eV
Quasiparticle energy, stabilized: -13.01466 eV
Offset of quasiparticle energy from HF level: 0.2434 eV
Raw self-energy error at that energy: 0.022473 eV
Z from +-0.05 eV: reference 0.94547, stabilized 0.94546, raw 0.14385
Quasiparticle energy, def2-TZVP: -13.0785 eV
Basis change TZVP-SVP: -0.0639 eV
PBE level, def2-SVP: -8.4825 eV
Quasiparticle energy from PBE, def2-SVP: -12.0872 eV
Starting-point change PBE-HF: 0.9275 eV
```
